# Aligning Plane-Wave Orbitals for Subspace Extrapolation with the Polar Factor, part 1

(Sections cited here and not found follow in the second part.)

**A.** Let $A$ and $B$ be $N\times n$ matrices whose orthonormal columns are the plane-wave coefficients of $n$ bands at times $t_n$ and $t_n-h$, and let $M=B^\dagger A$ be their $n\times n$ overlap. The unitary matrix $U$ that brings the old orbitals closest to the new ones, by minimizing $\|BU-A\|_F^2$, is the unitary polar factor of the overlap,

$$U=M\,(M^\dagger M)^{-1/2},\qquad M=US,\qquad S=(M^\dagger M)^{1/2},$$

and it is unique if and only if $M$ is nonsingular. This is the Arias-Payne-Joannopoulos alignment. A linear extrapolation built from $A$ and from older sets aligned to $A$ spans a subspace that does not depend on the unitary mixing with which the eigensolver delivered any of the sets. If the $n$ bands are separated by a gap from all other bands and the Hamiltonian is smooth in time, the subspace error is $O(h^2)$ for $2A-BU$ and $O(h^3)$ for the three-point formula. Without alignment, if the relative gauge of the sets stays away from the identity as $h\to0$, the two-point error in general falls back to $O(h)$, to leading order at most $4/3$ of the error of not extrapolating at all, and the three-point error can be of order one.

The units are Rydberg atomic units: $\hbar=1$, $m=1/2$, $e^2=2$, lengths in bohr, time in $\hbar/\mathrm{Ry}=4.83777\times10^{-17}$ s. The plane waves are orthonormal and the pseudopotentials norm-conserving, so $A^\dagger A=B^\dagger B=1_n$. The Frobenius norm is $\|X\|_F^2=\mathrm{Tr}\,X^\dagger X$, and the subscript is dropped below.

**Q.** Why should anything need aligning? The eigensolver returns eigenstates of $H(t)$, and $H(t)$ changes little in one step.

**A.** What changes little is the projector $P(t)$ on the $n$ bands. The columns that represent it are fixed only up to $\Psi\to\Psi G$ with $G$ an $n\times n$ unitary matrix, because $\Psi G G^\dagger\Psi^\dagger=\Psi\Psi^\dagger$. I call $G$ the gauge. An eigensolver fixes it badly: every eigenvector carries an arbitrary phase, a degenerate multiplet comes in an arbitrary basis, sorting by energy permutes columns at a crossing, and near a narrow avoided crossing the eigenvectors turn rapidly into each other while their common span hardly moves. A direct minimization of the energy of an insulator does not produce eigenvectors at all. A combination such as $2A-B$ adds column $j$ of one set to column $j$ of the other, so it depends on the relative gauge of the two sets, which has no physical content.

**Q.** Granted. Show me that the minimizer is the polar factor.

**A.** Expand the norm:

$$\|BU-A\|^2=\mathrm{Tr}\,(U^\dagger B^\dagger BU)+\mathrm{Tr}\,(A^\dagger A)-\mathrm{Tr}\,(A^\dagger BU)-\mathrm{Tr}\,(U^\dagger B^\dagger A).$$

The first two traces are each $n$, by orthonormality and $U^\dagger U=1$. The last two are complex conjugates, and $A^\dagger B=M^\dagger$. Hence

$$\|BU-A\|^2=2n-2\,\mathrm{Re}\,\mathrm{Tr}\,(M^\dagger U),$$

and the task is to maximize $\mathrm{Re}\,\mathrm{Tr}(M^\dagger U)$. Write the singular value decomposition $M=W\Sigma V^\dagger$ with $W,V$ unitary and $\Sigma=\mathrm{diag}(\sigma_i)$, $\sigma_i\ge0$. Then $M^\dagger=V\Sigma W^\dagger$, and the cyclic property of the trace gives

$$\mathrm{Re}\,\mathrm{Tr}\,(V\Sigma W^\dagger U)=\mathrm{Re}\,\mathrm{Tr}\,(\Sigma Z)=\sum_i\sigma_i\,\mathrm{Re}\,Z_{ii},\qquad Z=W^\dagger UV .$$

$Z$ is unitary, and it runs over all unitary matrices as $U$ does. Each column of $Z$ has unit length, so $\mathrm{Re}\,Z_{ii}\le|Z_{ii}|\le1$, and the sum is at most $\sum_i\sigma_i$. The bound is reached by $Z=1$, that is $U=WV^\dagger$. To put this in polar form, note that $M^\dagger M=V\Sigma^2V^\dagger$, so $S=V\Sigma V^\dagger$, and for nonsingular $M$

$$M(M^\dagger M)^{-1/2}=W\Sigma V^\dagger\,V\Sigma^{-1}V^\dagger=WV^\dagger=U,\qquad US=WV^\dagger V\Sigma V^\dagger=M .$$

**Q.** The singular value decomposition is not unique. For a short step all $\sigma_i$ are nearly 1 and $W$, $V$ are nearly arbitrary. Is $U$ then arbitrary too?

**A.** No. Equality in the bound requires $\mathrm{Re}\,Z_{ii}=1$ for every $i$ with $\sigma_i>0$. A unit column whose $i$-th entry has real part 1 has $Z_{ii}=1$ and zeros elsewhere. If all $\sigma_i>0$ this forces $Z=1$, so there is exactly one minimizer, and the expression $M(M^\dagger M)^{-1/2}$ shows that it depends on $M$ alone: the freedom in $W$ and in $V$ cancels in the product $WV^\dagger$. If $k$ singular values vanish, only $n-k$ columns of $Z$ are fixed, and the remaining $k\times k$ block is any unitary matrix, so the minimizer is not unique. That proves "if and only if". A vanishing $\sigma_i$ means that some normalized combination of the new orbitals is orthogonal to the whole old subspace, and such a combination has no partner to be aligned with.

The stiffness of the minimum tells the same thing quantitatively. Put $U\to Ue^{i\epsilon X}$ with $X$ Hermitian. Since $M^\dagger U=V\Sigma W^\dagger WV^\dagger=S$,

$$\mathrm{Re}\,\mathrm{Tr}\,(Se^{i\epsilon X})=\mathrm{Tr}\,S-\tfrac{\epsilon^2}{2}\mathrm{Tr}\,(SX^2)+O(\epsilon^4).$$

The odd orders drop out because $\mathrm{Tr}(SX^k)$, the trace of a product of two Hermitian matrices, is real and is multiplied by an odd power of $i$. The cost therefore rises by $\epsilon^2\,\mathrm{Tr}(SX^2)$. In the eigenbasis of $S$ this is $\epsilon^2\sum_{ij}\sigma_i|X_{ij}|^2=\tfrac{\epsilon^2}{2}\sum_{ij}(\sigma_i+\sigma_j)|X_{ij}|^2$, where $|X_{ij}|=|X_{ji}|$ was used to symmetrize. The curvature depends on sums of singular values, not on differences. Near-degenerate $\sigma_i\approx1$ is the best-conditioned case.

**Q.** What does the minimum value mean, and what has been done to the old orbitals?

**A.** Define the rotated sets $a_i=(AV)_i$ and $b_i=(BW)_i$. Their overlap is $(BW)^\dagger AV=W^\dagger MV=\Sigma$, so $\langle b_i|a_j\rangle=\sigma_i\delta_{ij}$. An overlap of unit vectors cannot exceed 1, so $\sigma_i=\cos\theta_i$ with $0\le\theta_i\le\pi/2$. These are the principal angles between the two subspaces. The minimum is

$$\|BU-A\|^2_{\min}=2\sum_i(1-\cos\theta_i)=4\sum_i\sin^2(\theta_i/2),$$

a property of the two subspaces alone. After alignment the overlap is $A^\dagger BU=M^\dagger U=S$, Hermitian and positive: the relative rotation has been removed and only the loss of overlap remains. With $P_B=BB^\dagger$ one has $P_BA=BM$ and $A^\dagger P_BA=M^\dagger M$, so

$$BU=BM(M^\dagger M)^{-1/2}=P_BA\,(A^\dagger P_BA)^{-1/2}.$$

The aligned old orbitals are the new orbitals projected on the old subspace and Löwdin-orthonormalized. The matrix $B$ enters only through its projector. For $n=1$ the formula gives $U=\langle b|a\rangle/|\langle b|a\rangle|$, the phase that makes the overlap real and positive.

**Q.** The alignment can also be coded by diagonalizing a product of overlaps and rotating both sets. That does not look like a polar decomposition.

**A.** It is the same operation in another basis. Diagonalize $M^\dagger M=V\Sigma^2V^\dagger$ and set $W=MV\Sigma^{-1}$. This $W$ is unitary, since $W^\dagger W=\Sigma^{-1}V^\dagger M^\dagger MV\Sigma^{-1}=\Sigma^{-1}\Sigma^2\Sigma^{-1}=1$, and $W\Sigma V^\dagger=M$. The rotated sets $AV$ and $BW$ have the diagonal positive overlap $\Sigma$ found above. Multiplying both from the right by $V^\dagger$ gives $A$ and $BWV^\dagger=BU$. For two sets, the two-sided form thus differs from the one-sided form only by a common right factor $V$, which does not change the span of a linear combination. With a third set $C$ more care is needed: this $V$ belongs to the pair $A,B$, and the pair $A,C$ has a different one. All three sets must carry the same right factor before they are combined, which the one-sided form ensures by leaving $A$ fixed. One must not diagonalize $M^\dagger M$ and $MM^\dagger$ separately to obtain $V$ and $W$, because the two diagonalizations choose phases and bases of near-degenerate groups independently, and the gauge problem returns.

**Q.** Now the claim of gauge consistency. State it exactly.

**A.** Let $C$ be the set at $t_n-2h$, let $B'=BU$, and let $C'$ be $C$ aligned to $A$ in the same way. The extrapolation is

$$\tilde X=A+\alpha(A-B')+\beta(B'-C')$$

with arbitrary numbers $\alpha,\beta$. Change all gauges: $A\to AG_A$, $B\to BG_B$, $C\to CG_C$. Then $M\to G_B^\dagger MG_A$ and $M^\dagger M\to G_A^\dagger M^\dagger MG_A$. A function of a Hermitian matrix follows a unitary similarity, so $(M^\dagger M)^{-1/2}\to G_A^\dagger(M^\dagger M)^{-1/2}G_A$. Therefore

$$U\to G_B^\dagger MG_A\,G_A^\dagger(M^\dagger M)^{-1/2}G_A=G_B^\dagger UG_A,\qquad B'\to BG_B\,G_B^\dagger UG_A=B'G_A .$$

The same holds for $C'$, so $\tilde X\to\tilde XG_A$. The gauges $G_B$ and $G_C$ have vanished, and $G_A$ leaves the span of $\tilde X$ unchanged. The order of the factors matters. The polar factor of $A^\dagger B=M^\dagger$ is $U^\dagger$, and $BU^\dagger\to BG_BG_A^\dagger U^\dagger G_B$, in which nothing cancels. This slip can escape a test of the convergence order in which the gauges already nearly agree: if $U=1+O(h)$, then $BU^\dagger=B'(U^\dagger)^2$ differs from $B'$ by a gauge $1+O(h)$, and, as shown below, such a gauge keeps the two-point error second order and changes only its prefactor.

**Q.** Before going on I would like to see these algebraic statements survive a case with large angles.

**A.** Two random three-dimensional subspaces of an eight-dimensional complex space were generated numerically, with principal angles, obtained from a separate subspace-angle routine, of $0.28992$, $0.54244$ and $0.83834$ rad. Their cosines are $0.95827$, $0.85645$ and $0.66870$, with sum $2.48342$, so the formula gives $6-2\times2.48342=1.03316$. The cost at the polar factor is $1.03316257$. A quasi-Newton minimization over $U=e^{iX}$ from several random starts, which knows nothing of the decomposition, also ends at $1.03316257$ and at the same matrix. The Newton iteration $Z\leftarrow\tfrac12(Z+Z^{-\dagger})$ started from $M$, the two-sided form, the projected Löwdin form and the covariance under random gauges all agree to rounding error.

**Q.** Invariance does not imply accuracy. An invariant recipe could be invariantly poor. Why is the error $O(h^2)$?

**A.** Because alignment to $A$ defines a gauge that is smooth in time, and here the physical assumptions enter. Let the lowest $n$ eigenvalues of $H(t)$ be separated from the rest by a gap. Then $P(t)=\frac{1}{2\pi i}\oint(z-H(t))^{-1}dz$ over a contour that encloses those $n$ eigenvalues and stays away from the whole spectrum, so $P(t)$ is as smooth as $H(t)$, whatever crossings occur among the $n$ bands. Measure time $s$ from $t_n$, write $P=P(0)=AA^\dagger$, $Q=1-P$, and define

$$\Phi(s)=P(s)A\,N(s)^{-1/2},\qquad N(s)=A^\dagger P(s)A .$$

$N(0)=1$, so $N(s)$ stays positive definite near $s=0$ and its inverse square root is smooth. By the projected Löwdin form, $\Phi(0)=A$, $\Phi(-h)=B'$, $\Phi(-2h)=C'$, and $\Phi(h)$ is an orthonormal basis of the exact subspace at the next step. The aligned sets are samples of one smooth function.

Its derivatives at $s=0$ follow from $P^2=P$. Differentiating once, $P'P+PP'=P'$. Multiplying by $P$ on both sides gives $2PP'P=PP'P$, so $PP'P=0$; multiplying by $Q$ on both sides gives $QP'Q=0$. Differentiating twice, $P''P+2P'^2+PP''=P''$, and multiplying by $P$ on both sides gives $PP''P=-2PP'^2P$. Introduce

$$a=P'A,\qquad b=QP''A,\qquad K=a^\dagger a=A^\dagger P'^2A .$$

Since $A=PA$ and $PP'P=0$, $a$ lies wholly in the range of $Q$ and $N'(0)=A^\dagger P'A=0$. Also $N''(0)=A^\dagger P''A=-2K$. Thus $N(s)=1-s^2K+O(s^3)$, and $N^{\pm1/2}=1\mp\tfrac12s^2K+O(s^3)$. Multiplying out $\Phi=(A+sP'A+\tfrac12s^2P''A)(1+\tfrac12s^2K)$,

$$\Phi'(0)=a,\qquad \Phi''(0)=P''A+AK=b-2AK+AK=b-AK,$$

where $PP''A=PP''PA=-2PP'^2A=-2AK$ was used. The first relation gives $A^\dagger\Phi'(0)=0$, the parallel-transport condition: at $t_n$ the aligned orbitals move only out of the subspace and do not rotate within it. The overlap after alignment is $S=N(-h)^{1/2}=1-\tfrac12h^2K+O(h^3)$, so to leading order the angles $\theta_i$ are $h$ times the singular values of $a$.

Now use Taylor's theorem. The symmetric difference is $\Phi(h)+\Phi(-h)-2\Phi(0)=h^2\Phi''+O(h^4)$, so

$$2A-B'=\Phi(h)-h^2\Phi''(0)+O(h^4).$$

**Q.** That is an error in the columns. An eigensolver cares about the error in the subspace.

**A.** Let $P_+=P(h)=YY^\dagger$ with $Y$ orthonormal, $Q_+=1-P_+$, and let $X$ be any orthonormal basis of the span of $\tilde X$. Define $d=\|Q_+X\|$. Then $d^2=n-\mathrm{Tr}(X^\dagger YY^\dagger X)=\sum_i\sin^2\vartheta_i$ with $\vartheta_i$ the principal angles between predicted and exact subspace, so $d$ is gauge-invariant and at most $\sqrt n$. Apply $Q_+=Q-hP'+O(h^2)$ to the expansion above. Since $Q_+\Phi(h)=0$, $Qb=b$ and $QA=0$,

$$Q_+(2A-B')=-h^2(Q-hP')(b-AK)+O(h^4)=-h^2b+h^3\,(P'b-aK)+O(h^4).$$

Orthonormalization alters this little. The Gram matrix is $\tilde X^\dagger\tilde X=4-2S-2S+1=5-4S=1+2h^2K+O(h^3)$, so $X=\tilde X(5-4S)^{-1/2}$ differs from $\tilde X$ by a relative $O(h^2)$. Hence $d=h^2\|b\|$ to leading order. Without extrapolation, $X=A$ and $Q_+A=-ha+O(h^2)$, so $d=h\|a\|$.

For general coefficients, $A-B'=h\Phi'-\tfrac12h^2\Phi''+\dots$ and $B'-C'=h\Phi'+(\tfrac12-2)h^2\Phi''+\dots$, so

$$\tilde X-\Phi(h)=(\alpha+\beta-1)\,h\Phi'-\tfrac12(1+\alpha+3\beta)\,h^2\Phi''+O(h^3).$$

Both brackets vanish for $\alpha=2$, $\beta=-1$, which gives $3A-3B'+C'$. Its third-order term is $(3-8)h^3\Phi'''/6$, against $h^3\Phi'''/6$ for $\Phi(h)$, so $3A-3B'+C'=\Phi(h)-h^3\Phi'''+O(h^4)$ and $d=O(h^3)$. In the Arias-Payne-Joannopoulos scheme $\alpha$ and $\beta$ are fitted by least squares so that the same combination of ionic positions best reproduces the known $R(t_n+h)$. The positions obey the same expansion with $\dot R,\ddot R$ in place of $\Phi',\Phi''$, and the fitted residual cannot exceed that of $(2,-1)$, which is $O(h^3)$. If $\dot R$ and $\ddot R$ are linearly independent, the two terms cannot cancel each other, which forces $\alpha+\beta-1=O(h^2)$ and $1+\alpha+3\beta=O(h)$, and the orbital error stays $O(h^3)$. For motion along a single line the fit is underdetermined and this argument fails.

**Q.** Can $a$ and $b$ be computed, or are they symbols?

**A.** They follow from $[H,P]=0$. Let $v$ label eigenstates of $H(0)$ inside the subspace and $c$ those outside. Differentiating once, $[H',P]+[H,P']=0$. In the $(c,v)$ element, $P$ acting on $|v\rangle$ gives $|v\rangle$ and on $\langle c|$ gives zero, so $[H',P]_{cv}=H'_{cv}$, while $[H,P']_{cv}=(\varepsilon_c-\varepsilon_v)P'_{cv}$. Differentiating twice, $[H'',P]+2[H',P']+[H,P'']=0$, and the same rule applies. The results are

$$P'_{cv}=\frac{H'_{cv}}{\varepsilon_v-\varepsilon_c},\qquad P''_{cv}=\frac{H''_{cv}+2\big(\sum_{c'}H'_{cc'}P'_{c'v}-\sum_{v'}P'_{cv'}H'_{v'v}\big)}{\varepsilon_v-\varepsilon_c},$$

where the commutator was expanded using that $P'$ has only $cv$ and $vc$ blocks. These are the elements of $a$ and $b$ when $A$ is taken as the eigenvectors. Every denominator is a difference across the gap. No $\varepsilon_v-\varepsilon_{v'}$ appears, whereas the derivative of an individual eigenvector contains such denominators. That is the physical gain from alignment: the small intra-subspace splittings, which govern how fast eigenvectors turn, drop out of the error.

**Q.** What does an error $d$ cost in energy?

**A.** Take $\Delta E=\mathrm{Tr}(X^\dagger H_+X)-\sum_v\varepsilon_v^+$, the excess of the band sum at the new step, with $Y$ the eigenvectors of $H_+=H(h)$ and $\varepsilon^+$ the diagonal matrix of their eigenvalues. Split $X=Y\Gamma+Z$ with $Z=Q_+X$. The trace does not depend on the gauge of $X$, so choose $X$ aligned to $Y$; then $\Gamma=Y^\dagger X$ is Hermitian, and $X^\dagger X=1$ reads $\Gamma^2=1-Z^\dagger Z$. Cross terms vanish because $H_+$ commutes with $Q_+$. So

$$\mathrm{Tr}\,X^\dagger H_+X=\mathrm{Tr}(\varepsilon^+\Gamma^2)+\mathrm{Tr}(Z^\dagger H_+Z),\qquad \Delta E=\mathrm{Tr}(Z^\dagger H_+Z)-\mathrm{Tr}(\varepsilon^+Z^\dagger Z)=\sum_{cv}(\varepsilon^+_c-\varepsilon^+_v)|Z_{cv}|^2 .$$

This is exact, and it shows $\Delta E\ge E_g\,d^2$ with $E_g$ the gap. The trace form is unchanged by a common rotation of $Y$ and $X$, if $\varepsilon^+$ is read as $Y^\dagger H_+Y$. With $Y=\Phi(h)$ one has $Y^\dagger H_+Y=A^\dagger HA+O(h)$ and $Z=-h^2b+O(h^3)$, so for the two-point formula

$$\Delta E=h^4\sum_{cv}(\varepsilon_c-\varepsilon_v)|P''_{cv}|^2+O(h^5).$$

**Q.** One can also align in a chain, $C$ to $B'$ rather than to $A$. Does that spoil the third order?

This part has shown that the polar factor gives the closest alignment and a gauge-consistent extrapolation, with subspace errors $O(h^2)$ for two points and $O(h^3)$ for three when the bands are gapped and the Hamiltonian is smooth. What remains is the question of chained alignment just raised, the exact geometry of the two-point step, the damage done by omitting alignment, a plane-wave example, and the limits of the method.
